\section*{Free-Energy Change of a Softened Surface Oxygen Vibration: Examination Question}

\section*{Question}

In ab initio oxidation thermodynamics, the stability of an oxygen-covered surface is judged from computed static energies, vibrational free energies and the chemical potential of oxygen in the gas. This question isolates one vibrational contribution.

An oxygen atom bound to a metal surface has a normal mode with quantum $\varepsilon=\hbar\omega=80$ meV. A change in its surroundings halves the frequency, while the vibrating mass and all other modes stay the same. The temperature is $T=600$ K, for which $k_BT=51.704$ meV. Treat the mode as harmonic unless told otherwise, and measure its energy from the minimum of its potential, so that the zero-point energy is included. Energies are in meV.

\begin{enumerate}
\item[(a)] State what happens to the force constant. Derive the Helmholtz free energy $F(\varepsilon)$ of the mode from its energy levels.
\item[(b)] Calculate $F$ before and after the softening, and the change $\Delta F=F(\varepsilon/2)-F(\varepsilon)$. Separate the zero-point and thermal parts.
\item[(c)] Find a closed expression for $\Delta F$ containing a single hyperbolic function, and evaluate it.
\item[(d)] Find the limits of $\Delta F$ at high and low temperature, with the first quantum correction to the former. Give two lower bounds on $|\Delta F|$. What happens if the mode is softened again and again?
\item[(e)] Divide $\Delta F$ into an energy part and an entropy part.
\item[(f)] The surface is in equilibrium with ideal O$_2$ gas. By what factor does the softening change the pressure at which the clean surface and a surface of fixed oxygen coverage are equally stable? Assume one softened mode per oxygen atom and an unchanged static energy.
\item[(g)] Estimate how $\Delta F$ responds to (i) a 10\% error in the frequencies, (ii) anharmonicity, and (iii) a spread of frequencies of $\pm10$ meV in an oxygen layer. For (ii) use a Morse potential $D(1-e^{-\beta x})^2$ with levels
\[
E_n=\varepsilon\left(n+\tfrac12\right)-\frac{\varepsilon^2}{4D}\left(n+\tfrac12\right)^2 ,
\]
with $D=4000$ meV before the softening and the same $\beta$ after it. Set the model beside real surfaces.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Free energy of one mode}

For force constant $K$ and mass $m$, $\omega=\sqrt{K/m}$. At fixed $m$, halving $\omega$ reduces $K=m\omega^2$ to one quarter.

The levels are $E_n=\varepsilon(n+\tfrac12)$ with $n=0,1,2,\dots$. The partition function is a geometric series with ratio $e^{-\varepsilon/k_BT}<1$:
\begin{equation}
Z=e^{-\varepsilon/2k_BT}\sum_{n=0}^{\infty}e^{-n\varepsilon/k_BT}
=\frac{e^{-\varepsilon/2k_BT}}{1-e^{-\varepsilon/k_BT}} .
\end{equation}
With $F=-k_BT\ln Z$,
\begin{equation}
F(\varepsilon)=\frac{\varepsilon}{2}+k_BT\ln\left(1-e^{-\varepsilon/k_BT}\right).
\label{eq:F}
\end{equation}
The first term is the zero-point energy. The second is negative, because the logarithm has an argument below one; it vanishes as $T\to0$.

A more compact form follows from
\[
1-e^{-\varepsilon/k_BT}=e^{-\varepsilon/2k_BT}\,2\sinh\frac{\varepsilon}{2k_BT}.
\]
The logarithm of the exponential prefactor, multiplied by $k_BT$, is $-\varepsilon/2$ and cancels the zero-point term in \eqref{eq:F}. Hence
\begin{equation}
F(\varepsilon)=k_BT\ln\left(2\sinh\frac{\varepsilon}{2k_BT}\right).
\label{eq:sinh}
\end{equation}
The zero-point energy is still present in this form and must not be added again.

\subsection*{(b) Numerical values}

For the stiff mode, $\varepsilon/k_BT=80/51.704=1.5473$ and $e^{-1.5473}=0.2128$, so that
\begin{align}
F(80)&=40.0+51.704\ln(1-0.2128)\nonumber\\
&=40.0-12.4=27.6\ \text{meV}.
\end{align}
For the soft mode, $40/51.704=0.7736$ and $e^{-0.7736}=0.4613$, so that
\begin{align}
F(40)&=20.0+51.704\ln(1-0.4613)\nonumber\\
&=20.0-32.0=-12.0\ \text{meV}.
\end{align}
The change is
\begin{equation}
\Delta F=-12.0-27.6=-39.6\ \text{meV},
\end{equation}
a lowering of about 40 meV for this mode. The zero-point part is $20-40=-20.0$ meV and the thermal part is $-32.0+12.4=-19.6$ meV. A calculation that kept the zero-point energy alone would therefore find half the effect. The free energy itself is not halved: it changes sign. A negative $F$ is no sign of instability, since it is measured from the potential minimum and contains $-TS$.

\subsection*{(c) Closed expression}

Define $a=\varepsilon/4k_BT$. Equation \eqref{eq:sinh} gives $F(\varepsilon)=k_BT\ln(2\sinh2a)$ and $F(\varepsilon/2)=k_BT\ln(2\sinh a)$. Since $\sinh2a=2\sinh a\cosh a$,
\begin{align}
\Delta F&=k_BT\ln\frac{\sinh a}{\sinh 2a}
=k_BT\ln\frac{1}{2\cosh a}\nonumber\\
&=-k_BT\ln\left(2\cosh\frac{\varepsilon}{4k_BT}\right).
\label{eq:closed}
\end{align}
Here $\varepsilon$ is the quantum before softening. With $a=0.3868$ and $2\cosh a=2.1515$,
\begin{equation}
\Delta F=-51.704\times\ln 2.1515=-39.61\ \text{meV}.
\end{equation}

An independent calculation starts from the potential and not from the levels. The Hamiltonian of a particle of mass 15.999 u was diagonalized on a grid for force constants $K$ and $K/4$, and the Boltzmann factors of the resulting levels were summed. It also gives $-39.61$ meV, as the numerical output shows.

\subsection*{(d) Limits, bounds and repeated softening}

At high temperature $a$ is small. From $\cosh a=1+a^2/2+a^4/24+\dots$ and $\ln(1+y)=y-y^2/2+\dots$,
\begin{equation}
\ln\cosh a=\frac{a^2}{2}+\left(\frac1{24}-\frac18\right)a^4+\dots
=\frac{a^2}{2}-\frac{a^4}{12}+\dots
\end{equation}
Because $k_BTa^2/2=\varepsilon^2/(32k_BT)$,
\begin{equation}
|\Delta F|=k_BT\ln2+\frac{\varepsilon^2}{32k_BT}-\frac{k_BT\,a^4}{12}+\dots
\end{equation}
The first term is the classical result. It depends on the ratio of the two frequencies and not on their size. Here it is 35.84 meV, and the quantum correction raises it to 39.71 meV. The next term subtracts 0.10 meV and recovers 39.61 meV. The series works well although $\varepsilon$ exceeds $k_BT$, because its variable is $a=0.3868$, a quarter of $\varepsilon/k_BT$.

For low temperature, write $2\cosh a=e^a(1+e^{-2a})$. Then
\begin{equation}
|\Delta F|=\frac{\varepsilon}{4}+k_BT\ln\left(1+e^{-\varepsilon/2k_BT}\right),
\label{eq:low}
\end{equation}
which tends to $\varepsilon/4=20$ meV as $T\to0$. This is the loss of zero-point energy. The second term is the thermal part at any temperature; at 600 K it is $51.704\ln(1.4613)=19.6$ meV, in agreement with part (b).

The bounds follow at once. The second term of \eqref{eq:low} is positive for $T>0$, and $\cosh a>1$ for $a>0$. Therefore
\begin{equation}
|\Delta F|>\frac{\varepsilon}{4},\qquad |\Delta F|>k_BT\ln2
\qquad(T>0,\ \varepsilon>0).
\end{equation}

The second bound holds for every starting frequency. Each further halving thus lowers $F$ by more than $k_BT\ln2=35.84$ meV at 600 K, and in the harmonic model $F$ falls without limit. The reason is that a vanishing force constant allows an unlimited amplitude. A real atom is confined by the higher terms of its potential, or moves to a neighbouring site. A very soft mode must then be treated with its full potential, in the second case as a hindered translation, and \eqref{eq:closed} no longer applies.

\subsection*{(e) Energy and entropy}

The entropy is $S=-\partial F/\partial T$ at fixed $\varepsilon$. Differentiating \eqref{eq:sinh} by the product and chain rules gives
\begin{align}
\frac{\partial F}{\partial T}
&=k_B\ln\left(2\sinh\frac{\varepsilon}{2k_BT}\right)
-k_BT\,\frac{\varepsilon}{2k_BT^2}\coth\frac{\varepsilon}{2k_BT}\nonumber\\
&=\frac{F}{T}-\frac{\varepsilon}{2T}\coth\frac{\varepsilon}{2k_BT}.
\end{align}
The energy $U=F+TS=F-T\,\partial F/\partial T$ is therefore
\begin{equation}
U=\frac{\varepsilon}{2}\coth\frac{\varepsilon}{2k_BT}.
\label{eq:U}
\end{equation}
It is 61.63 meV for the stiff mode and 54.26 meV for the soft one. Hence
\begin{align}
\Delta U&=54.26-61.63=-7.37\ \text{meV},\\
-T\Delta S&=\Delta F-\Delta U=-39.61+7.37=-32.24\ \text{meV}.
\end{align}
About four fifths of the lowering is entropic: the levels of the soft mode lie closer together, and more of them are populated. The energy changes little because two contributions oppose each other. The zero-point energy falls by 20.00 meV, while the energy of thermal excitation rises from 21.63 to 34.26 meV, that is, by 12.63 meV.

This division differs from the one in part (b), since the thermal part of $F$ contains both thermal energy and entropy.

The entropy also fixes the trend with temperature. Differentiating \eqref{eq:closed} gives
\[
\Delta S=-\frac{\partial\Delta F}{\partial T}=k_B\left[\ln(2\cosh a)-a\tanh a\right],
\]
which is positive because $a\tanh a<a<\ln(2\cosh a)$. The lowering therefore grows with temperature. At fixed frequencies it is 25.0 meV at 300 K, 39.6 meV at 600 K and 56.3 meV at 900 K.

\subsection*{(f) Shift of the equilibrium pressure}

Let $g$ be the free energy of the covered surface minus that of the clean surface and of the oxygen taken from the gas, per adsorbed atom:
\begin{equation}
g=E_b+F-\mu_{\rm O}.
\end{equation}
Here $E_b$ collects the static energy and all terms that the softening leaves unchanged. The covered surface is stable when $g<0$, and the boundary is at $g=0$. Pressure--volume terms of the solid are neglected.

One O$_2$ molecule supplies two atoms, so $\mu_{\rm O}=\tfrac12\mu_{{\rm O}_2}$. For an ideal gas with reference pressure $p_0$,
\begin{equation}
\mu_{\rm O}=\frac12\left[\mu_{{\rm O}_2}(T,p_0)+k_BT\ln\frac{p}{p_0}\right].
\end{equation}
Let $p_1$ and $p_2$ be the boundary pressures before and after softening. Subtracting the two conditions $g=0$ removes $E_b$ and the reference term:
\begin{equation}
\Delta F=\frac{k_BT}{2}\ln\frac{p_2}{p_1}.
\end{equation}
With \eqref{eq:closed},
\begin{equation}
\frac{p_2}{p_1}=e^{2\Delta F/k_BT}=\frac{1}{(2\cosh a)^2}
=\frac{1}{2.1515^2}=0.216 .
\end{equation}
The boundary moves to a pressure lower by a factor of 4.63, so the softening widens the pressure range in which the covered surface is stable. In the classical limit $\cosh a\to1$ and the ratio is $1/4$; the value at 600 K is 14\% below it. If several independent modes per atom soften, their free-energy changes add and their pressure factors multiply.

The result assumes a fixed static energy. A change $\delta E$ of that energy adds directly to $\Delta F$, so a static rise of 39.6 meV per atom would cancel the shift. A bond that becomes softer may also become weaker, and the sign of the total change then needs both terms.

\subsection*{(g) Sensitivity and neglected effects}

\paragraph{Frequency errors.} Differentiating \eqref{eq:sinh} with respect to $\varepsilon$ and comparing with \eqref{eq:U} gives
\begin{equation}
\frac{\partial F}{\partial\varepsilon}=\frac12\coth\frac{\varepsilon}{2k_BT}=\frac{U}{\varepsilon}\equiv c .
\end{equation}
The slope $c$ is 0.770 for the stiff mode and 1.356 for the soft one. If the soft quantum alone is in error by 10\%, or 4 meV, the first-order shift of $\Delta F$ is $\pm1.356\times4=\pm5.4$ meV. The full formula gives $+5.2$ meV for a higher quantum and $-5.7$ meV for a lower one.

If both quanta are in error by the same 10\%, each $F$ shifts by $0.1\,U$, and $\Delta F$ shifts by $0.1\,\Delta U=-0.74$ meV when they are too high. The full values are $-0.77$ meV for higher and $+0.70$ meV for lower quanta. A common relative error thus largely cancels at this temperature.

\paragraph{Anharmonicity.} Expanding the Morse potential about $x=0$ gives $D\beta^2x^2$, hence $K=2D\beta^2$. At fixed $\beta$, a quarter of the force constant means a quarter of the depth, so $D$ falls to 1000 meV. The coefficient $\chi=\varepsilon^2/4D$ is the same in both cases:
\[
\frac{80^2}{4\times4000}=\frac{40^2}{4\times1000}=0.4\ \text{meV}.
\]
To first order, $F$ shifts by the thermal average of the level shifts, $-\chi\langle(n+\tfrac12)^2\rangle$. With $y=\varepsilon/k_BT$ and $Z=1/[2\sinh(y/2)]$, two derivatives of $Z=\sum_n e^{-y(n+1/2)}$ give
\begin{align}
\left\langle\left(n+\tfrac12\right)^2\right\rangle
&=\frac1Z\frac{d^2Z}{dy^2}
=\frac14\left(\coth^2\frac y2+\frac{1}{\sinh^2(y/2)}\right)\nonumber\\
&=\frac12\coth^2\frac y2-\frac14=2c^2-\frac14 ,
\end{align}
where $1/\sinh^2=\coth^2-1$ was used. The average is 0.94 for the stiff mode and 3.43 for the soft one, so $\Delta F$ shifts by $-0.4\,(3.43-0.94)=-1.0$ meV. The soft mode is affected more because it reaches higher levels. Diagonalization of the two Morse wells on a grid gives $\Delta F=-40.7$ meV, a correction of $-1.1$ meV to the harmonic value. This estimate depends on how the potential softens. At fixed $\beta$ the well becomes 3000 meV shallower, a static change that is not part of $\Delta F$ and that part (f) excludes. If the depth stays at 4000 meV and $\beta$ is halved instead, $\chi$ of the soft mode is only 0.1 meV, and the correction nearly vanishes, at $+0.03$ meV.

\paragraph{Spread of frequencies.} Let the quanta in a layer be spread uniformly over $\pm w$ about each central value, with $w=10$ meV. The term linear in the deviation averages to zero, and the mean square deviation is $w^2/3$. The average of $F$ therefore shifts by $F''w^2/6$ to leading order, where
\begin{equation}
F''=\frac{dc}{d\varepsilon}=-\frac{1}{4k_BT\sinh^2(\varepsilon/2k_BT)}
=-\frac{4c^2-1}{4k_BT}.
\end{equation}
This gives $-0.51$ meV for the soft mode and $-0.11$ meV for the stiff one, a net $-0.40$ meV. The full average gives $-0.41$ meV.

\paragraph{Comparison with real surfaces.} Vibrations of oxygen chemisorbed on late transition metals lie roughly at some tens of meV. The value of 80 meV and its halving are a round model case, not data for a particular surface. Of the three effects sized above, a 10\% error in one frequency alone matters most: 5.2 to 5.7 meV for the soft mode and 6.0 to 6.4 meV for the stiff one, or 13 to 16\% of $\Delta F$. A real layer can also be disordered, which adds a configurational term that the vibrational $F$ does not contain. For a half-filled lattice with independent random occupation, the number of arrangements on a large lattice of $M$ sites is $2^M$ to leading exponential order, which gives a free energy of $-k_BT\ln2=-35.8$ meV per site at 600 K. With two sites per oxygen atom this is $-71.7$ meV per atom, larger in size than the vibrational change of $-39.6$ meV per atom. The configurational term cancels from $\Delta F$ if the arrangement is the same before and after softening, but it does not cancel when a disordered layer is compared with a clean or fully ordered surface. Hopping between sites and errors of the static electronic energy are likewise outside the model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 600 K
Thermal energy kT: 51.704 meV
Stiff mode quantum eps: 80 meV
Stiff eps/kT: 1.5473
Stiff exp(-eps/kT): 0.2128
Stiff zero-point energy: 40.00 meV
Stiff thermal part of F: -12.37 meV
Stiff free energy F: 27.63 meV
Stiff energy U: 61.63 meV
Stiff slope dF/d(eps): 0.770
Soft mode quantum eps: 40 meV
Soft eps/kT: 0.7736
Soft exp(-eps/kT): 0.4613
Soft zero-point energy: 20.00 meV
Soft thermal part of F: -31.99 meV
Soft free energy F: -11.99 meV
Soft energy U: 54.26 meV
Soft slope dF/d(eps): 1.356
a = eps/(4 kT), eps = stiff quantum: 0.3868
2 cosh a: 2.1515
Change of F, closed form: -39.61 meV
Change of F, grid diagonalization: -39.61 meV
Zero-point part of change: -20.00 meV
Thermal part of change: -19.61 meV
Energy part dU: -7.37 meV
Entropy part -T dS: -32.24 meV
Classical lowering kT ln 2: 35.84 meV
Lowering with first quantum correction: 39.71 meV
Change of F at 300 K: -24.99 meV
Change of F at 900 K: -56.31 meV
Boundary O2 pressure factor, one mode per O: 0.216
Inverse pressure factor: 4.63
Oxygen mass in grid test: 15.999 u
Morse depth, stiff: 4000 meV
Morse depth, soft: 1000 meV
Change of F, Morse wells: -40.71 meV
Anharmonic correction to change: -1.09 meV
Shift if soft quantum alone is 10% higher: 5.20 meV
Shift if soft quantum alone is 10% lower: -5.69 meV
Shift if both quanta are 10% higher: -0.77 meV
Shift if both quanta are 10% lower: 0.70 meV
Half-width of uniform frequency spread: 10 meV
Dispersion correction to change: -0.41 meV
\end{verbatim}
